# Conductance and Shot Noise of SU(4) and SU(2) Kondo Dots

## Question

A quantum dot has \(M\) degenerate flavours \(m\), each with level energy \(\varepsilon_d\), and a repulsion \(U\) between every pair of electrons. For \(M=2\) the flavour is spin; for \(M=4\) it is spin combined with a twofold orbital label. Tunnelling to leads L and R conserves flavour, so each flavour has its own channel in each lead. The bands are wide and flat. Lead \(\alpha\) contributes \(\Gamma_\alpha\) to the half-width \(\Gamma=\Gamma_L+\Gamma_R\) of the level. The ground state is a Fermi liquid with unbroken SU(\(M\)) symmetry, and \(N\) is the mean number of electrons on the dot. Energies are measured from the Fermi energy. Use atomic units, in which \(e=\hbar=1\) and \(e^2/h=1/(2\pi)\).

**(a)** Relate the scattering phase \(\delta\) at the Fermi energy to \(N\).

**(b)** Find the zero-temperature linear conductance, and evaluate it for equal couplings at \(M=4\), \(N=1\) and \(N=2\), and at \(M=2\), \(N=1\).

**(c)** Find the shot noise linear in the bias, and compare the three cases.

**(d)** How do the answers change if the charge is not quite an integer, if the couplings are unequal, or if the orbital levels are split?

**(e)** Evaluate the currents and noise for a bias energy of 0.00001 eV, and assess numerical evidence for the formulas.

## Model answers

### (a) The phase and the charge

At zero temperature the dot Green function of one flavour on the imaginary frequency axis is

\[
g(i\omega)=\frac{1}{i\omega-\varepsilon_d+i\Gamma\,\mathrm{sgn}\,\omega-\Sigma(i\omega)},\qquad
\frac NM=\int\frac{d\omega}{2\pi}\,e^{i\omega0^+}g(i\omega).
\]

The flat band makes the tunnelling term constant on each half-axis. For \(\omega\neq0\), therefore,

\[
\frac{\partial\ln g^{-1}}{\partial(i\omega)}
=g\left[1-\frac{\partial\Sigma}{\partial(i\omega)}\right]
\quad\Rightarrow\quad
g=\frac{\partial\ln g^{-1}}{\partial(i\omega)}+g\,\frac{\partial\Sigma}{\partial(i\omega)} .
\]

The last term integrates to zero. The self-energy is the derivative of a functional \(\Phi[g]\), the sum of closed skeleton diagrams: \(\delta\Phi=\int(d\omega/2\pi)\,\Sigma\,\delta g\) for a change in one flavour. The interaction conserves flavour and frequency, so shifting all frequencies of that flavour by the same amount leaves \(\Phi\) unchanged. An infinitesimal shift gives

\[
0=\int\frac{d\omega}{2\pi}\,\Sigma\,\partial_\omega g
=-\int\frac{d\omega}{2\pi}\,g\,\partial_\omega\Sigma .
\]

The boundary terms vanish because \(g\to0\) at large \(|\omega|\). At \(\omega=0\) the function \(g\) jumps, but \(\Sigma\) is continuous there because a Fermi liquid has \(\mathrm{Im}\,\Sigma(0)=0\). The integration by parts thus leaves no extra term. This is where the Fermi-liquid assumption enters, together with the assumption that the diagrammatic functional describes the ground state.

Define \(\delta\) between 0 and \(\pi\) by

\[
\cot\delta=\frac{\varepsilon_d+\Sigma(0)}{\Gamma},\qquad
g^{-1}(i0^+)=r\,e^{i(\pi-\delta)},\qquad r=\frac{\Gamma}{\sin\delta}.
\]

At a large cutoff \(\Lambda\), \(g^{-1}(i\Lambda)\simeq i\Lambda\), with phase \(\pi/2\). For \(\omega>0\) the imaginary part of \(g^{-1}\) is positive, so its phase stays between 0 and \(\pi\). The positive half-axis contributes

\[
\big[\ln g^{-1}\big]_{0^+}^{\Lambda}=\ln\frac{\Lambda}{r}+i\left(\delta-\frac\pi2\right).
\]

On the negative half-axis \(g^{-1}\) takes the complex-conjugate values. Traversed from \(-\Lambda\) to \(0^-\), it contributes \(-\ln(\Lambda/r)+i(\delta-\pi/2)\). The logarithms cancel. The factor \(e^{i\omega0^+}\), acting on the tail \(1/(i\omega)\), adds \(1/2\) to the symmetric integral. Since \(\partial/\partial(i\omega)=-i\,\partial_\omega\),

\[
\frac NM=\frac12+\frac{1}{2\pi i}\,2i\left(\delta-\frac\pi2\right)=\frac\delta\pi,
\qquad\boxed{\delta=\frac{\pi N}{M}} .
\]

This is the Friedel sum rule. SU(\(M\)) symmetry was used to give each flavour the charge \(N/M\).

### (b) Conductance

In each flavour the dot couples to one "even" combination of the two lead states; the orthogonal "odd" combination passes without a phase. At the Fermi energy the retarded function is \(g^R=1/[r e^{i(\pi-\delta)}]=-e^{i\delta}\sin\delta/\Gamma\). The even scattering amplitude is therefore

\[
1-2i\Gamma g^R=1+2i\,e^{i\delta}\sin\delta=e^{2i\delta}.
\]

It has unit modulus: scattering at the Fermi energy is elastic. Write the state from the left lead as \(\cos\theta\) times even plus \(\sin\theta\) times odd, and that from the right as \(\sin\theta\) times even minus \(\cos\theta\) times odd, with \(\cos^2\theta=\Gamma_L/\Gamma\). The transmission amplitude is \(\sin\theta\cos\theta\,(e^{2i\delta}-1)\), and \(|e^{2i\delta}-1|^2=4\sin^2\delta\). Hence

\[
T=\lambda\sin^2\delta,\qquad
\lambda=4\sin^2\theta\cos^2\theta=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}.
\]

Each flavour contributes \(T/(2\pi)\) to the conductance, so

\[
\boxed{G=\frac{e^2}{h}\,M\lambda\sin^2\frac{\pi N}{M}} .
\]

For equal couplings \(\lambda=1\), and:

- SU(4), \(N=1\): \(\delta=\pi/4\), \(T=1/2\), \(G=4\times\tfrac12\,e^2/h=2e^2/h\).
- SU(4), \(N=2\): \(\delta=\pi/2\), \(T=1\), \(G=4e^2/h\).
- SU(2), \(N=1\): \(\delta=\pi/2\), \(T=1\), \(G=2e^2/h\).

The equal conductances at \(N=1\) arise differently: four half-open channels in one case, two open channels in the other. An empty or full dot gives \(G=0\). Flavour conservation in the leads matters: if both orbitals shared a single orbital channel, the two spin channels could carry at most \(2e^2/h\), and the value \(4e^2/h\) would be impossible.

### (c) Shot noise

Let the left lead have the higher electron chemical potential, by \(|V|\), with temperature far below \(|V|\). Divide the incoming states in this energy window into orthogonal wave packets. Each flavour supplies \(|V|t/(2\pi)\) packets in a long time \(t\), filled on the left and empty on the right. If \(b_j\) annihilates the outgoing packet \(j\) in the right lead, then

\[
\langle b_i^\dagger b_j\rangle=T\delta_{ij}.
\]

Because \((b_j^\dagger b_j)^2=b_j^\dagger b_j\), the variance of its occupation is \(T-T^2\). For \(i\neq j\), Wick's theorem gives the covariance \(-|\langle b_i^\dagger b_j\rangle|^2=0\). Outside the window the incoming packets are filled on both sides or empty on both sides, and the outgoing occupation does not fluctuate.

With the one-sided convention, \(S\) is twice the growth rate of the charge variance, so that a Poisson process has \(S=2eI\). Thus

\[
S=2M\frac{|V|}{2\pi}T(1-T),\qquad I=M\frac{|V|}{2\pi}T,\qquad
\boxed{F=\frac{S}{2eI}=1-T} .
\]

For equal couplings \(F=\cos^2(\pi N/M)\). This is \(1/2\) for SU(4) at \(N=1\), and 0 both for SU(4) at \(N=2\) and for SU(2) at \(N=1\). At one electron, noise separates the two symmetries although conductance does not. Between the two noiseless cases, conductance does the separating.

Free-fermion counting suffices at this order. The collision rate of quasiparticles at energy \(\omega\) varies as \(\omega^2\); multiplied by an arrival rate proportional to \(|V|\), it gives corrections of order \(|V|^3\). A phase change of order \(V\) alters \(T\) by order \(V\) in general, and hence \(S\) by order \(V^2\). At \(T=1/2\) this \(V^2\) term in \(S\) vanishes, because \(T(1-T)\) is stationary there. Unequal couplings add another term of order \(V^2\), already at first order in \(U\). The current of one flavour is then correlated with its charge on the dot, in proportion to \(|V|(\Gamma_L-\Gamma_R)\), and that charge shifts the phase of the other flavours, whose currents respond in proportion to \(V\sin2\delta\). This term survives at \(T=1/2\) and vanishes for equal couplings or for \(\delta=\pi/2\). It does not affect the linear result. If \(T=1\), the change in \(T\) is quadratic and the noise starts at order \(|V|^3\). Zero \(F\) therefore means that the linear term is absent, not that the current is noiseless at finite bias. The bias and temperature must lie far below the Kondo energy, the scale on which the phase varies.

### (d) Departures from the ideal case

**Non-integer charge.** Coulomb blockade holds \(N\) near an integer, but virtual tunnelling shifts it. For \(\lambda=1\),

\[
\frac{dG}{dN}=\frac{e^2}{h}\,M\,2\sin\frac{\pi N}{M}\cos\frac{\pi N}{M}\,\frac{\pi}{M}
=\frac{e^2}{h}\,\pi\sin\frac{2\pi N}{M}.
\]

At \(N=1\) the slope is \(\pi e^2/h\) for SU(4) and zero for SU(2). At \(N=0.9\) the formula gives \(1.687\,e^2/h\) and \(F=0.578\) for SU(4), against \(1.951\,e^2/h\) and \(F=0.024\) for SU(2). The SU(4) value at one electron thus needs an accurately fixed charge; at \(N=2\) its slope vanishes.

**Unequal couplings.** For a ratio 2:1, \(\lambda=8/9\). At \(N=1\) both symmetries give \(G=16/9\,e^2/h\), while \(F=5/9\) for SU(4) and \(1/9\) for SU(2). With \(\lambda\) held equal, noise still distinguishes them.

**Split orbitals.** Suppose spin degeneracy remains, but the orbitals \(a\) and \(b\) have charges \(n_a\) and \(n_b\) per spin. The frequency shift in (a) can be made for each flavour separately, so \(\delta_a=\pi n_a\) and \(\delta_b=\pi n_b\). Keep \(\lambda=1\) for both orbitals. At \(N=1\), \(n_b=\tfrac12-n_a\), so \(T_b=\cos^2\pi n_a=1-T_a\) and

\[
G=\frac{2e^2}{h}(T_a+T_b)=\frac{2e^2}{h},
\]

\[
F=\frac{2T_a(1-T_a)+2T_b(1-T_b)}{2(T_a+T_b)}
=2T_a(1-T_a)=\tfrac12\sin^2(2\pi n_a).
\]

As the splitting moves \(n_a\) from \(1/4\) to \(1/2\), the conductance stays fixed and \(F\) falls from \(1/2\) to 0, the SU(2) value. At \(N=2\), \(n_b=1-n_a\), and \(G=(4e^2/h)\sin^2\pi n_a\) falls from \(4e^2/h\) to zero as the lower orbital fills.

Carbon-nanotube dots can provide the spin and orbital quartet, with leads formed in the same tube helping to conserve the orbital label. Spin–orbit coupling and orbital mixing split the quartet, and contacts are generally unequal. For \(\lambda=1\) in both orbitals, the splitting formulas above show how far \(F\) at \(N=1\), or \(G\) at \(N=2\), can move when the splitting leaves two spin-degenerate orbitals that the leads conserve. Spin–orbit coupling alone leaves two doublets instead, each pairing opposite spins with opposite orbital labels. The same formulas then hold with \(a\) and \(b\) naming the doublets, provided the leads conserve all four states and \(\lambda=1\) for each. If \(\lambda\) differs between the two orbitals or doublets, \(G\) at \(N=1\) also changes with the splitting.

### (e) Numbers and evidence

With \(e^2/h=38.74\) microsiemens, SU(4) at \(N=1\) and equal couplings has \(G=2\times38.74=77.48\) microsiemens, or \(1/\pi=0.3183\) atomic units. A bias energy of 0.00001 eV corresponds to 0.00001 V, so

\[
I=GV=0.775\ \text{nA},\qquad
S=2eI\times\tfrac12=1.24\times10^{-28}\ \text{A}^2/\text{Hz}.
\]

SU(2) at \(N=1\) carries the same current with no linear noise. SU(4) at \(N=2\) has \(G=154.96\) microsiemens (0.6366 atomic units) and carries 1.550 nA, again with no linear noise.

These are zero-temperature values. The bias energy corresponds to only 0.116 K, so thermal noise matters even in a very cold device. For fully open channels at temperature \(\Theta\) it is \(4k_B\Theta G\). At 0.01 K this is \(0.43\times10^{-28}\) A²/Hz for SU(2) at \(N=1\) and \(0.86\times10^{-28}\) A²/Hz for SU(4) at \(N=2\), not small beside the shot noise above. A measurement must be colder still or subtract the thermal part.

The sum rule was tested with interactions for \(\Gamma=0.001\) eV and \(U=0.002\) eV, using a self-consistent second-order self-energy derived from a functional \(\Phi\). The charge was set by integrating the spectral function; the conductance was read from its value at the Fermi energy. For SU(4) this gave 1.687, 2.000, 3.414 and 4.000 \(e^2/h\) at \(N=0.9\), 1, 1.5 and 2, in agreement with the formula to the digits shown. Doubling the energy from \(0.05\Gamma\) to \(0.10\Gamma\) raised the computed collision rate by factors of 3.90 to 3.95 over all the SU(4) and SU(2) cases, close to the quadratic value 4. Most of the shortfall comes from the frequency grid, which has only five steps up to \(0.05\Gamma\): even for a constant spectrum, its sums give 3.94.

This is moderate coupling: in this approximation the quasiparticle weight is 0.847 for SU(4) at \(N=1\), whereas a Kondo dot has \(U\) well above \(\Gamma\) and a small weight. Because the approximate self-energy comes from a functional \(\Phi\), it must obey the sum rule by the argument in (a). The agreement therefore checks the algebra and the numerics; it is not independent evidence for the exact interacting dot. In the deep Kondo regime the result rests on the Fermi-liquid assumption.

The noise formula was tested separately by evolving free fermions through a level in a finite chain and measuring the growth of the mean and variance of the transferred charge. For equal couplings and \(\delta=\pi/4\), this gave \(T=0.500\) and \(F=0.501\). For \(\delta=\pi/2\) and couplings 2:1, it gave \(T=0.885\) and \(F=0.116\), against 0.889 and 0.111 from the small-bias formulas. The chain bias was finite, 0.4167 in units of the hopping energy. The remaining cases are in the numerical output.

## Computed values

```
Gamma = 0.0010 eV, U = 0.0020 eV
bias energy = 0.00001 eV
e^2/h = 38.7405 microsiemens
Interacting dot, self-consistent second order:
SU(4) N=0.9: bare level 0.000028 eV, weight 0.878, G 1.687 e^2/h, F 0.578, rate ratio 3.95
SU(4) N=1.0: bare level -0.000284 eV, weight 0.847, G 2.000 e^2/h, F 0.500, rate ratio 3.95
SU(4) N=1.5: bare level -0.001674 eV, weight 0.709, G 3.414 e^2/h, F 0.146, rate ratio 3.93
SU(4) N=2.0: bare level -0.003000 eV, weight 0.659, G 4.000 e^2/h, F 0.000, rate ratio 3.90
SU(2) N=0.9: bare level -0.000715 eV, weight 0.841, G 1.951 e^2/h, F 0.024, rate ratio 3.92
SU(2) N=1.0: bare level -0.001000 eV, weight 0.835, G 2.000 e^2/h, F 0.000, rate ratio 3.92
Sum-rule formula:
SU(4) N=0.9: delta/pi 0.225, T 0.4218, G 1.6871 e^2/h, F 0.5782
SU(4) N=1.0: delta/pi 0.250, T 0.5000, G 2.0000 e^2/h, F 0.5000
SU(4) N=1.5: delta/pi 0.375, T 0.8536, G 3.4142 e^2/h, F 0.1464
SU(4) N=2.0: delta/pi 0.500, T 1.0000, G 4.0000 e^2/h, F 0.0000
SU(2) N=0.9: delta/pi 0.450, T 0.9755, G 1.9511 e^2/h, F 0.0245
SU(2) N=1.0: delta/pi 0.500, T 1.0000, G 2.0000 e^2/h, F 0.0000
Main results at the chosen bias:
SU(4) N=1.0: G 77.481 microsiemens = 0.31831 a.u., I 0.7748 nA, S 1.241e-28 A^2/Hz
SU(4) N=2.0: G 154.962 microsiemens = 0.63662 a.u., I 1.5496 nA, S 0.000e+00 A^2/Hz
SU(2) N=1.0: G 77.481 microsiemens = 0.31831 a.u., I 0.7748 nA, S 0.000e+00 A^2/Hz
Chain: bias 0.4167 hopping units, 300 sites per lead
delta=pi/4, equal: T 0.500 (formula 0.500), F 0.501 (formula 0.500)
delta=pi/2, equal: T 0.996 (formula 1.000), F 0.004 (formula 0.000)
delta=pi/4, 2:1: T 0.445 (formula 0.444), F 0.557 (formula 0.556)
delta=pi/2, 2:1: T 0.885 (formula 0.889), F 0.116 (formula 0.111)
lam for 2:1 couplings = 0.8889
```
